# Jamming of dimers adsorbed at random on a one-dimensional lattice, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

The substrate is an infinite line of identical sites, numbered by the integers. Two neighbouring sites form a pair, so there is one pair per site. A dimer is an object that covers both sites of a pair.

Attempts to land arrive at each pair as an independent Poisson process of rate $k$. An attempt succeeds if both sites of the pair are empty at that moment; otherwise the dimer is lost and nothing changes. An adsorbed dimer neither moves nor leaves. The lattice is empty at $t=0$.

The rate $k$ belongs to a pair. A given site lies in two pairs, so on an empty lattice it is covered at rate $2k$. Time is measured by the dimensionless variable

$$\tau = kt .$$

If $k$ varies with time but remains the same for all pairs, $\tau=\int_0^t k\,dt'$ takes its place and nothing below changes.

Let $E_n(\tau)$ be the probability that $n$ given consecutive sites are all empty. The sites outside this interval may be empty or covered, so $E_n$ is not the probability of a gap of length exactly $n$. All sites are equivalent, so $E_n$ does not depend on where the interval lies. The coverage, meaning the fraction of covered sites, is

$$\theta = 1-E_1 .$$

The result to be derived is

$$E_n(\tau)=e^{-(n-1)\tau}\exp\!\left[-2\left(1-e^{-\tau}\right)\right],\qquad n\ge 1, \tag{1}$$

from which $\theta\to 1-e^{-2}$ as $\tau\to\infty$.

On an infinite lattice there is no first attempt, so it must be shown that the process is well defined. A given pair has received no attempt by time $\tau$ with probability $e^{-\tau}>0$. Across such a silent pair the two sides have not influenced each other, because the remaining pairs on the left and on the right share no site. Silent pairs therefore cut the line into finite blocks. Each block has had finitely many attempts, which can be carried out in their order of arrival.

## 2. The rate equations

Consider an interval of $n$ sites that is empty at time $\tau$. During a short time $d\tau$ it can cease to be empty in two ways.

First, a dimer may land inside it. The interval contains $n-1$ pairs, all of them empty, and each receives a dimer with probability $d\tau$. The resulting loss of probability is $(n-1)E_n\,d\tau$.

Second, a dimer may land across one end, covering the last site of the interval and the site just outside. The outside site must then also be empty. Together with the interval it forms $n+1$ consecutive empty sites, which has probability $E_{n+1}$. There are two ends, so the loss is $2E_{n+1}\,d\tau$.

Two landings within $d\tau$ contribute at order $d\tau^2$. No process creates empty sites, so there is no gain term. Hence

$$\frac{dE_n}{d\tau}=-(n-1)E_n-2E_{n+1},\qquad E_n(0)=1,\qquad n\ge1. \tag{2}$$

For $n=1$ the first term vanishes and

$$\frac{dE_1}{d\tau}=-2E_2,\qquad\text{that is}\qquad \frac{d\theta}{d\tau}=2E_2 . \tag{3}$$

This is the balance of covered sites: there is one pair per site, a fraction $E_2$ of the pairs is empty, and each landing covers two sites.

The equations do not close at any finite $n$, since $E_1$ needs $E_2$, which needs $E_3$, and so on. They can nevertheless be solved without approximation.

## 3. Removing the interior losses

If the end losses were absent, equation (2) would give $E_n=e^{-(n-1)\tau}$. This suggests writing

$$E_n(\tau)=e^{-(n-1)\tau}F_n(\tau), \tag{4}$$

which defines $F_n$ and assumes nothing. The product rule gives

$$\frac{dE_n}{d\tau}=-(n-1)e^{-(n-1)\tau}F_n+e^{-(n-1)\tau}\frac{dF_n}{d\tau}.$$

The right side of (2) becomes

$$-(n-1)e^{-(n-1)\tau}F_n-2e^{-n\tau}F_{n+1}.$$

The first terms on the two sides are equal and cancel. Multiplying what remains by $e^{(n-1)\tau}$ leaves

$$\frac{dF_n}{d\tau}=-2e^{-\tau}F_{n+1}.$$

The factor $e^{-\tau}$ is absorbed by a new time variable

$$s=1-e^{-\tau},\qquad \frac{ds}{d\tau}=e^{-\tau}, \tag{5}$$

which runs from 0 to 1 as $\tau$ runs from 0 to infinity. It is the probability that a given pair has received at least one attempt. Since $dF_n/d\tau=e^{-\tau}\,dF_n/ds$,

$$\frac{dF_n}{ds}=-2F_{n+1},\qquad F_n(0)=1. \tag{6}$$

## 4. The solution and its uniqueness

All $F_n$ start from the same value and obey equations of the same form. If they are all equal to one function $F$, then $dF/ds=-2F$ with $F(0)=1$, so

$$F_n(s)=e^{-2s}. \tag{7}$$

Substitution confirms that this satisfies (6) for every $n$. With (4) and (5) it gives equation (1).

For an infinite set of equations, finding one solution does not show that it is the one wanted. The missing condition is that the $E_n$ are probabilities, so $0\le E_n\le1$. Apply (6) repeatedly:

$$\frac{d^mF_n}{ds^m}=(-2)^mF_{n+m}.$$

At $s=0$ the right side is $(-2)^m$. Taylor's formula with integral remainder then reads

$$F_n(s)=\sum_{j=0}^{m-1}\frac{(-2s)^j}{j!}+R_m,\qquad
R_m=\frac{(-2)^m}{(m-1)!}\int_0^s(s-u)^{m-1}F_{n+m}(u)\,du .$$

At the time for which the new variable equals $u$, $e^{-\tau}=1-u$. Equation (4) and $E_{n+m}\le1$ therefore give, for $0\le u\le s$,

$$0\le F_{n+m}(u)\le(1-u)^{-(n+m-1)}\le(1-s)^{-(n+m-1)} .$$

The remaining integral is $\int_0^s(s-u)^{m-1}du=s^m/m$, so

$$|R_m|\le\frac{(2s)^m}{m!}(1-s)^{-(n+m-1)}
=(1-s)^{-(n-1)}\,\frac{1}{m!}\left(\frac{2s}{1-s}\right)^{m}.$$

At any finite time $s<1$, and the factorial makes the bound vanish as $m\to\infty$. The sum becomes the series of $e^{-2s}$. Thus (7) is the only solution of (6) whose $E_n$ lie between 0 and 1.

## 5. Why the solution separates

The form of (1) can also be obtained from the process itself. Suppose that $n$ consecutive sites are empty at time $\tau$. They have been empty throughout, because nothing desorbs. No attempt can have been made on the $n-1$ interior pairs, since the first one would have succeeded. The probability of this silence is $e^{-(n-1)\tau}$.

The end sites must also have escaped dimers from outside. Let $h(\tau)$ be the probability that the end site of a half-infinite lattice, evolving by itself, is still empty. For $n\ge2$ the silent interior separates the left half-line, which ends at the first site of the interval, from the right half-line, which begins at its last site. The two halves and the interior use different pairs, hence independent attempts, and

$$E_n=e^{-(n-1)\tau}h^2 .$$

This also holds for $n=1$. The two half-lines then share their end site, but until that site is covered each evolves as if the other were absent. The site is therefore empty if and only if neither half-line, taken alone, would have covered it.

To find $h$, note that the end site is lost when a dimer lands on it and its neighbour. Both are empty if their pair has been silent, with probability $e^{-\tau}$, and if the half-line that starts at the second site has left that site empty, with probability $h$. Hence

$$\frac{dh}{d\tau}=-e^{-\tau}h,\qquad h(0)=1,\qquad h=\exp\!\left[-(1-e^{-\tau})\right]=e^{-s}. \tag{8}$$

Its square is $e^{-2s}$, in agreement with (7). The 2 in the exponent counts the two sides from which an interval can be attacked.

The argument depends on dimension. On a line an empty interval cuts the surroundings into two separate parts. In a plane the surroundings of an empty patch remain connected around it, and this factorization is not available.

## 6. Coverage, early growth and jamming

For $n=1$, equation (1) gives

$$\theta(\tau)=1-\exp\!\left[-2\left(1-e^{-\tau}\right)\right]. \tag{9}$$

At early times $s=\tau-\tau^2/2+\dots$, and

$$\theta=2s-2s^2+\dots=2\tau-\tau^2-2\tau^2+\dots=2\tau-3\tau^2+\dots$$

The first term is the rate of covering on an empty lattice. The second reflects blocking: an isolated dimer removes three pairs, its own and the two that overlap it, so $E_2=1-3\tau+\dots$. Inserting this in (3) and integrating reproduces the expansion.

At late times $s\to1$, and

$$\theta_J=1-e^{-2}=0.864665,\qquad E_2\to0 . \tag{10}$$

The vacancies that remain are isolated. Between successive dimers there is thus either no vacancy or a single one. There are $\theta_J/2=0.4323$ dimers and $0.1353$ vacancies per site, so a fraction $0.1353/0.4323=0.313$ of the junctions between dimers holds a vacancy.

The approach to jamming follows by subtraction:

$$\theta_J-\theta=e^{-2s}-e^{-2}=e^{-2}\left[\exp(2e^{-\tau})-1\right]
=2e^{-2}e^{-\tau}\left(1+e^{-\tau}+\dots\right). \tag{11}$$

The reason for the simple exponential is that $E_3/E_2=e^{-\tau}$. Late in the process nearly all remaining empty pairs are gaps of exactly two sites, and each of these is filled at rate $k$.

## 7. What an uncorrelated closure would give

If empty sites were distributed independently, $E_2$ would equal $E_1^2$. Equation (3) would become $dE_1/d\tau=-2E_1^2$, or $d(1/E_1)/d\tau=2$, with the solution

$$E_1=\frac{1}{1+2\tau}. \tag{12}$$

This closure predicts complete filling. It passes the true jamming coverage when $1+2\tau=e^2$, at $\tau=(e^2-1)/2=3.195$. The correct ratio is

$$\frac{E_2}{E_1^2}=\frac{e^{-\tau}e^{-2s}}{e^{-4s}}=e^{2s-\tau}.$$

At small $\tau$ the exponent is $\tau-\tau^2+\dots$, which is positive: sites are covered two at a time, so empty sites are more often neighbours than chance would make them. At large $\tau$ the ratio tends to zero, because the surviving vacancies are isolated. The closure therefore fills too slowly at first and too far in the end.

## 8. A finite ring treated in full

The result can be compared with the complete master equation on a ring of 14 sites, which has 842 reachable configurations. At $\tau=0.3$, 1 and 3, and for $n=1$ to 5, the two sides of (2) computed from the configuration probabilities agree to $3.3\times10^{-16}$, and the $E_n$ differ from (1) by at most $3.6\times10^{-8}$.

That small difference has a known origin. On a ring of $L$ sites equation (2) holds for $n\le L-1$, but an entirely empty ring has $L$ pairs and no ends, so $E_L=e^{-L\tau}$. Then $F_L=e^{-\tau}=1-s$ instead of $e^{-2s}$. The two differ at first order in $s$. Each step down the hierarchy integrates the difference once more and multiplies it by $-2$, so $F_1$ differs first at order $s^L$, with a coefficient of size $2^{L-1}/L!$. For $L=14$ this is about $9\times10^{-8}$.

On the same ring, at $\tau=6$, the excess of $E_1$ over $e^{-2}$ divided by the leading term $2e^{-2}e^{-\tau}$ is 1.0024. The first correction in (11) gives $1+e^{-6}=1.0025$.

# Part II. Finite rows, blocked sites and a silicon surface

## 9. Symbols and results carried over

Dimers land at rate $k$ on each empty pair of neighbouring sites and stay there; $\tau=kt$ and $s=1-e^{-\tau}$. The probability that $n$ given consecutive sites are empty is $E_n$. It obeys

$$\frac{dE_n}{d\tau}=-(n-1)E_n-2E_{n+1},$$

and with $E_n=e^{-(n-1)\tau}F_n$ this becomes $dF_n/ds=-2F_{n+1}$. For an initially empty infinite lattice $F_n=e^{-2s}$, the coverage is $\theta=1-e^{-2s}$, and it jams at $\theta_J=1-e^{-2}=0.864665$. The end site of a half-infinite lattice is still empty with probability $h=e^{-s}$.

## 10. Counting vacancies on a finite row

The jamming coverage can be found by a second route that does not involve time. Take an isolated row of $n$ sites with free ends, and let $V_n$ be the mean number of vacancies left when no further dimer fits. Clearly $V_0=0$ and $V_1=1$.

For $n\ge2$ the first dimer lands on one of the $n-1$ pairs, each with the same probability. It leaves $j$ sites on its left and $n-2-j$ on its right, with $j=0,1,\dots,n-2$. The two parts then fill independently, so

$$V_n=\frac{1}{n-1}\sum_{j=0}^{n-2}\left(V_j+V_{n-2-j}\right).$$

The two terms run over the same values in opposite order and have equal sums. Therefore

$$(n-1)V_n=2\sum_{j=0}^{n-2}V_j . \tag{13}$$

The first results are $V_2=0$, $V_3=1$ and $V_4=2/3$. The last is easily understood. On four sites a first dimer at either end leaves room for a second, while one in the middle strands two vacancies; the middle position has probability $1/3$.

To solve (13) for all $n$, define $G(x)=\sum_{n\ge0}V_nx^n$. Multiply (13) by $x^n$ and sum over $n\ge2$. On the left the terms $n=0$ and $n=1$ may be added freely, since $-V_0=0$ and $0\cdot V_1=0$. The left side is then

$$\sum_{n\ge0}(n-1)V_nx^n=xG'-G .$$

On the right a given $V_j$ appears for every $n\ge j+2$, and $\sum_{n\ge j+2}x^n=x^{j+2}/(1-x)$. Hence

$$xG'-G=\frac{2x^2}{1-x}\,G .$$

Dividing by $xG$ and using $x/(1-x)=-1+1/(1-x)$,

$$\frac{G'}{G}=\frac1x-2+\frac{2}{1-x}.$$

Integration gives $\ln G=\ln x-2x-2\ln(1-x)+C$. Since $V_0=0$ and $V_1=1$, $G$ begins as $x$, so $C=0$ and

$$G(x)=\frac{x\,e^{-2x}}{(1-x)^2}. \tag{14}$$

The behaviour of long rows is governed by the singularity at $x=1$. With $y=1-x$, the numerator is

$$(1-y)e^{-2}e^{2y}=e^{-2}(1-y)(1+2y+\dots)=e^{-2}\left[1+y+O(y^2)\right].$$

Division by $y^2$ gives

$$G=e^{-2}\left[\frac1{(1-x)^2}+\frac1{1-x}\right]+\text{a function without singularities}.$$

The coefficients of $x^n$ in the two brackets are $n+1$ and 1. The coefficients of the last function fall faster than any geometric sequence, because its power series converges for every $x$. For long rows, therefore,

$$V_n\simeq(n+2)e^{-2}. \tag{15}$$

The vacancies per site tend to $e^{-2}$, in agreement with the kinetic solution. The convergence is fast. The recursion gives $V_{11}-V_{10}=0.135379$ and $V_{41}-V_{40}=0.135335$, a shift of $4.4\times10^{-5}$.

The 2 in (15) is an end effect: each free end costs $e^{-2}$ extra vacancies. The excess is not spread evenly. On a long row the end site stays vacant with probability $h(\infty)=e^{-1}$, well above the bulk value. The second site is never vacant in the jammed state. If it were, the end site, which can be covered only together with it, would be vacant too, and another dimer would fit.

A direct simulation provides a third comparison. Once a pair is blocked it stays blocked, so only the first attempt on each pair matters, and these first attempts come in random order. Trying every pair once in random order on 20 rings of 20,000 sites gives a coverage of $0.86477\pm0.00040$, where the uncertainty is one standard error.

The coverage of an initially empty infinite lattice is now known at all times, and counting vacancies on finite rows confirms its jamming value $1-e^{-2}$. What remains is to treat sites blocked from the start, apply the model to molecules on Si(001), and estimate how far neglected effects move the result.
